# Elastic and Momentum-Transfer Cross Sections: A Ratio Without Upper Bound

## Definitions and conventions

An electron of wave number $k$ scatters elastically from a centre that is at rest and infinitely heavy. Hartree atomic units are used, so the electron has mass 1, momentum $k$, speed $k$ and energy $E=k^2/2$. The force is central, and the differential cross section $d\sigma/d\Omega$ depends on the scattering angle $\theta$ but not on the azimuth. Two integrals of it are in use:

$$
\sigma_{\rm el}=\int\frac{d\sigma}{d\Omega}\,d\Omega ,\qquad
\sigma_{\rm m}=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega .
$$

The first is the total elastic cross section, the second the momentum-transfer cross section. Their ratio is $R=\sigma_{\rm el}/\sigma_{\rm m}$. Angle brackets denote an average over collisions, with $d\sigma/d\Omega$ divided by $\sigma_{\rm el}$ as the probability density. Dividing the second definition by the first then gives

$$
\frac1R=\frac{\sigma_{\rm m}}{\sigma_{\rm el}}=1-\langle\cos\theta\rangle .
$$

## The belief and its appeal

The belief is that the two quantities are two versions of one number: both are areas, both describe elastic collisions, and if a table offers one where a calculation needs the other, the error is a modest factor.

There is a sound case behind this. If scattering is isotropic, $\langle\cos\theta\rangle=0$ and the two are equal. Slow electrons scattered by a short-range potential approach this case when the $s$ wave dominates. Isotropy is sufficient but not necessary: an angular law proportional to $1+\cos^2\theta$ is not isotropic, yet it is symmetric between forward and backward directions and also gives $R=1$.

A general inequality adds to the appeal. Since $1-\cos\theta\le2$,

$$
\sigma_{\rm m}\le2\sigma_{\rm el},\qquad\text{so}\qquad R\ge\tfrac12 .
$$

The momentum-transfer cross section can therefore exceed the elastic one by at most a factor of two. The inequality limits one direction only. The weight $1-\cos\theta$ vanishes at $\theta=0$, so collisions can be numerous and yet transfer little momentum. A forward-peaked model shows how far this can go.

## What each cross section counts

Let the scatterers have number density $N$. The electron collides at the rate $Nk\sigma_{\rm el}$. A collision through $\theta$ turns the momentum without changing its length. The component along the old direction changes from $k$ to $k\cos\theta$, and the transverse part averages to zero over the azimuth. The mean loss of forward momentum per collision is thus $k(1-\langle\cos\theta\rangle)=k/R$, and the loss per unit time is

$$
(Nk\sigma_{\rm el})\,\frac{k}{R}=Nk\sigma_{\rm m}\,k .
$$

The collision frequency is $Nk\sigma_{\rm el}$; the momentum-transfer frequency is $Nk\sigma_{\rm m}$. The first governs how fast an ideally collimated beam loses its undeflected electrons, the second how fast directed motion decays. $R$ is the number of collisions whose mean losses, each taken at the initial momentum, would add up to that momentum.

## The screened Coulomb model

Take the attractive potential

$$
V(r)=-\frac{Z}{r}\,e^{-\mu r},\qquad a=\frac1\mu ,
$$

with strength $Z>0$ and screening length $a$. In the first Born approximation, which is the leading order in $Z$, the amplitude is

$$
f=-\frac1{2\pi}\int e^{-i\mathbf q\cdot\mathbf r}\,V(r)\,d^3r ,
$$

where $\mathbf q$ is the change of wave vector. Both wave vectors have length $k$, so

$$
q^2=2k^2(1-\cos\theta)=4k^2\sin^2\frac\theta2 .
$$

The integral of $e^{-i\mathbf q\cdot\mathbf r}$ over the directions of $\mathbf r$ is $4\pi\sin(qr)/(qr)$. The minus sign in front of the amplitude cancels the minus sign of the attraction:

$$
f=\frac{2Z}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr
=\frac{2Z}{q}\,{\rm Im}\,\frac1{\mu-iq}
=\frac{2Z}{q^2+\mu^2}.
$$

The last step uses ${\rm Im}\,[1/(\mu-iq)]=q/(\mu^2+q^2)$. Hence

$$
\frac{d\sigma}{d\Omega}=|f|^2=\frac{4Z^2}{(q^2+\mu^2)^2}.
$$

This is flat for $q\ll\mu$ and falls as $q^{-4}$ for $q\gg\mu$. When $k\gg\mu$, the flat part covers only angles up to about $\mu/k$. That is the forward peak.

## The two integrals

Let $u=q^2$. Differentiating $u=2k^2(1-\cos\theta)$ gives $du=2k^2\sin\theta\,d\theta$. After integration over the azimuth, $d\Omega=2\pi\sin\theta\,d\theta=(\pi/k^2)\,du$, with $u$ running from 0 to $4k^2$. The elastic cross section is

$$
\sigma_{\rm el}=\frac{4\pi Z^2}{k^2}\int_0^{4k^2}\frac{du}{(u+\mu^2)^2}
=\frac{4\pi Z^2}{k^2}\left[\frac1{\mu^2}-\frac1{\mu^2+4k^2}\right].
$$

The bracket equals $4k^2/[\mu^2(\mu^2+4k^2)]$, so

$$
\sigma_{\rm el}=\frac{16\pi Z^2}{\mu^2(\mu^2+4k^2)} .
$$

For the momentum-transfer cross section the weight is $1-\cos\theta=u/(2k^2)$:

$$
\sigma_{\rm m}=\frac{2\pi Z^2}{k^4}\int_0^{4k^2}\frac{u\,du}{(u+\mu^2)^2}.
$$

Write the numerator as $(u+\mu^2)-\mu^2$. The first part integrates to a logarithm, and the second is $-\mu^2$ times the integral already done. With the dimensionless variable

$$
x=\frac{4k^2}{\mu^2}=4(ka)^2
$$

the result is

$$
\sigma_{\rm m}=\frac{2\pi Z^2}{k^4}\left[\ln(1+x)-\frac{x}{1+x}\right].
$$

The integrands show the difference in character. The elastic integral is collected mainly at $q$ of order $\mu$ or less. In the momentum-transfer integral the integrand for $u\gg\mu^2$ is nearly $du/u$, so well outside the peak equal factors in $q^2$ contribute almost equally, all the way up to backward scattering.

## The ratio and its limits

To divide, express both results through $\mu$ and $x$. Since $\mu^2+4k^2=\mu^2(1+x)$ and $k^4=\mu^4x^2/16$,

$$
\sigma_{\rm el}=\frac{16\pi Z^2}{\mu^4(1+x)},\qquad
\sigma_{\rm m}=\frac{32\pi Z^2}{\mu^4x^2}\left[\ln(1+x)-\frac{x}{1+x}\right].
$$

The strength $Z$ cancels at this order, and

$$
R=\frac{x^2}{2\,[(1+x)\ln(1+x)-x]} .
$$

For small $x$, insert $\ln(1+x)=x-x^2/2+x^3/3-\dots$. The bracket becomes $x^2/2-x^3/6+O(x^4)$, and

$$
R=1+\frac x3+O(x^2).
$$

This is the case that supports the belief: the wavelength is long compared with the screening length, $q$ never becomes comparable with $\mu$, and the scattering is nearly isotropic. The slope $x/3$ is a Born result, and at small $k$ it requires $Z\ll\mu$. For $Z=1$ and $\mu=1\ \mathrm{bohr}^{-1}$ the coupling is not weak in this sense. The exact ratio still tends to 1 as $k\to0$, but it dips slightly below 1, to about 0.99 for $k$ near $0.2$ to $0.3\ \mathrm{bohr}^{-1}$, before it rises.

For large $x$ the bracket approaches $x\ln x-x$, and

$$
R\simeq\frac{x}{2(\ln x-1)} .
$$

The numerator outruns the logarithm, so $R$ has no upper bound. An explicit inequality proves this without an asymptotic argument. Put $s=\sqrt{1+x}>1$. Because $\ln s\le s-1$, the bracket in $R$ obeys

$$
2s^2\ln s-s^2+1\le2s^3-3s^2+1=(s-1)^2(2s+1).
$$

The numerator is $x^2=(s^2-1)^2=(s-1)^2(s+1)^2$. The common factor cancels:

$$
R\ge\frac{(s+1)^2}{2(2s+1)}>\frac s4 .
$$

The last inequality holds because the difference of its two sides is $(3s+2)/[4(2s+1)]$, which is positive. Given any number $M\geq 1$, the choice $1+x\ge16M^2$ therefore guarantees $R>M$ in the Born approximation.

There are two physical routes to large $x$. If the energy rises at fixed screening length, both cross sections fall, $\sigma_{\rm el}$ as $k^{-2}$ and $\sigma_{\rm m}$ as $k^{-4}$ times a logarithm. If the screening length grows at fixed energy, the Born $\sigma_{\rm el}$ grows as $a^2$, while $\sigma_{\rm m}$ grows only logarithmically. The added elastic cross section then comes from distant, weak encounters.

## Where the momentum is lost

The variable $w=(1-\cos\theta)/2$ runs from 0 (forward) to 1 (backward). Since $q^2=4k^2w$, we have $q^2+\mu^2=\mu^2(1+xw)$, and the normalized probability density of $w$ is

$$
p_x(w)=\frac{1+x}{(1+xw)^2}.
$$

This also shows that the Born ratio $R$ rises steadily with $x$. For $x'>x$, the quotient $p_{x'}/p_x$ is proportional to $[(1+xw)/(1+x'w)]^2$, which decreases with $w$. As both densities have unit area, $p_{x'}-p_x$ changes sign once, from positive to negative. Probability moves towards smaller $w$, so $\langle w\rangle$ falls, and $R=1/(2\langle w\rangle)$ grows.

Integrating the density from 0 to $w$ gives the fraction of collisions with a smaller deflection,

$$
F(w)=\frac{(1+x)w}{1+xw}.
$$

Setting $F=1/2$ gives $2(1+x)w=1+xw$, hence $w=1/(2+x)$. The share of $\sigma_{\rm m}$ from the same range follows from the integral with the extra factor $w$:

$$
S(w)=\frac{\ln(1+xw)-xw/(1+xw)}{\ln(1+x)-x/(1+x)} .
$$

## A worked case

Take the round parameters $Z=1$, $\mu=1\ \mathrm{bohr}^{-1}$ and $k=10\ \mathrm{bohr}^{-1}$. The energy is 50 hartree, or 1360.6 eV, and $x=4\cdot10^2/1^2=400$. The Born formulas give

$$
\sigma_{\rm el}=\frac{16\pi}{401}=0.1254\ \mathrm{bohr}^2,
$$

$$
\sigma_{\rm m}=\frac{2\pi}{10^4}\left[\ln401-\frac{400}{401}\right]=0.00314\ \mathrm{bohr}^2 .
$$

In SI units these are $3.51\times10^{-22}\ \mathrm{m^2}$ and $8.79\times10^{-24}\ \mathrm{m^2}$. Their ratio is $R=39.9$: an average collision removes 2.5 % of the forward momentum.

Half of all collisions have $w<1/402$. From $w=\sin^2(\theta/2)$ this means angles below $5.7^\circ$. Inserting $w=1/402$ in $S(w)$ shows that this half supplies 3.8 % of $\sigma_{\rm m}$. The other half supplies the remaining 96.2 %. A detector that cannot separate deflections below $5.7^\circ$ from the unscattered beam would miss half of $\sigma_{\rm el}$ in single scattering, but little of the momentum transfer.

Solving the formula for $x$ numerically shows what larger ratios require. A Born ratio of 10 needs $ka=4.03$, a ratio of 100 needs $ka=17.5$, and a ratio of 1000 needs $ka=66.2$. With $a=1$ bohr the last case would mean a speed of 66 atomic units, about half the speed of light, where this nonrelativistic treatment fails. The same $ka$ can be had at a lower speed with a longer screening length, provided the coupling is weak enough for the Born result to hold.

## Is the divergence a product of the Born approximation?

It is not. Fix $k$ and $\mu$, and let $Z$ become small. For this screened potential the amplitude is then $Z$ times a fixed function of angle, plus a remainder of order $Z^2$ that is uniformly small in angle. Both cross sections divided by $Z^2$ tend to their Born values, and the true ratio tends to the Born ratio. For any $M$, first choose $x$ so that the Born ratio exceeds $M$; then choose $Z$ so small that the true ratio exceeds $M$ as well. The order of the choices matters, because the required weakness of $Z$ may depend on $x$.

At finite $Z$ the ratio can be found by solving the scattering problem numerically. For each angular momentum $l$, the radial equation

$$
u_l''+\left[k^2-2V(r)-\frac{l(l+1)}{r^2}\right]u_l=0
$$

is integrated outward by the Numerov method to $r=25$ bohr, where the potential is negligible. Matching to a free wave gives the phase shift $\delta_l$, and the amplitude is

$$
f(\theta)=\frac1{2ik}\sum_l(2l+1)\left(e^{2i\delta_l}-1\right)P_l(\cos\theta).
$$

Both cross sections are then integrals over $|f|^2$. For $Z=1$ and $\mu=1\ \mathrm{bohr}^{-1}$ the ratios are:

| $k$ (bohr⁻¹) | $E$ (eV) | $R$, Born | $R$, phase shifts |
|---:|---:|---:|---:|
| 1 | 13.6 | 1.98 | 1.56 |
| 3 | 122.5 | 6.64 | 6.18 |
| 10 | 1360.6 | 39.9 | 39.5 |
| 20 | 5442.3 | 125.3 | 125.0 |

Relative to the phase-shift ratio, the Born ratio is too large by 26 %, 7 %, 1.0 % and 0.3 %. Both columns are nonrelativistic. At the same energies, relativistic kinematics and the Mott spin factor would raise the Born ratio by about 0.2 % in the third row and 0.8 % in the fourth, more than the Born error of the fourth row. At $k=1\ \mathrm{bohr}^{-1}$ the Born cross sections are $\sigma_{\rm el}=10.05$ and $\sigma_{\rm m}=5.09\ \mathrm{bohr}^2$, against 12.42 and $7.94\ \mathrm{bohr}^2$ from the phase shifts. Both are too small, the second by the larger fraction, and so the Born ratio is too large. With the weaker coupling $Z=0.05$ at $k=10\ \mathrm{bohr}^{-1}$, the phase-shift ratio differs from the Born value 39.93 by less than 0.1 %.

The first row deserves attention for low-temperature plasmas. At 13.6 eV the ratio in this model is not enormous, but the exchange of cross sections would still be a 56 % error relative to $\sigma_{\rm m}$. The model omits the antisymmetry between the incident electron and the electrons of the target, polarization of the target and inelastic channels, so this figure does not describe a particular process gas. Within the model it also depends on the coupling: at the same $k$ and $\mu$ the phase-shift ratio is 1.87 for $Z=0.3$, 1.21 for $Z=2$ and 1.11 for $Z=5$. It does show that a low energy on the laboratory scale is not by itself a licence to set $R=1$; in the Born formula the relevant measure is $ka$.

## What the exchange does to transport

Follow an electron through many collisions, and let $c$ be the cosine between its present direction and its first. A deflection $\theta$ with azimuth $\varphi$ changes it to

$$
c'=c\cos\theta+\sqrt{1-c^2}\,\sin\theta\cos\varphi .
$$

The last term averages to zero over a random azimuth. The energy is unchanged, so every collision obeys the same angular law. With $g=\langle\cos\theta\rangle$, the mean of $c$ after $n$ independent collisions is $g^n$. Each free path has mean length $1/(N\sigma_{\rm el})$. The mean total displacement along the first direction, here called the forward range, is a geometric series:

$$
L=\frac1{N\sigma_{\rm el}}\sum_{n=0}^\infty g^n
=\frac1{N\sigma_{\rm el}(1-g)}=\frac1{N\sigma_{\rm m}} .
$$

A simulation must choose both a cross section $\sigma$, which sets the free path, and an angular law, which sets $g$. Its forward range is $1/[N\sigma(1-g)]$. There are four pairings:

- $\sigma_{\rm el}$ with the true angular law gives $1/(N\sigma_{\rm m})$, the correct range.
- $\sigma_{\rm m}$ with isotropic deflections has $g=0$ and gives the same range.
- $\sigma_{\rm el}$ with isotropic deflections gives $1/(N\sigma_{\rm el})$, too short by the factor $R$.
- $\sigma_{\rm m}$ with the true angular law gives $R/(N\sigma_{\rm m})$, too long by the factor $R$, because the weakness of forward collisions is counted twice.

The second pairing is a legitimate replacement for the forward range, but not for every property of the motion. It replaces many small deflections by fewer large ones, and so changes the distribution of directions after a short path.

A random walk makes the size of these errors visible. For $k=3\ \mathrm{bohr}^{-1}$ and the Born angular law, $R=6.64$. Deflections are drawn from $F(w)$ or isotropically, free paths from an exponential distribution, and 200,000 electrons are followed for each pairing. In units of the correct range $1/(N\sigma_{\rm m})$, the four mean ranges, in the order of the list, are $0.997\pm0.005$, $0.997\pm0.005$, $0.1505\pm0.0007$ and $6.53\pm0.04$, with one standard error given. The predictions are 1, 1, 0.1506 and 6.64.

The last value lies about three standard errors below its prediction, which is more than ordinary scatter. The first and last pairings use the same angular law and differ in the scale of the free path, and the first agrees with its prediction within one standard error. A statistical fluctuation is therefore the likely cause, though these runs do not prove it. The discrepancy is below 2 % of the predicted range, whereas the wrong pairing itself changes the range by a factor of more than six.

The choice between the two cross sections is thus fixed by the question. To count elastic collisions, use $\sigma_{\rm el}$; to find the rate at which they destroy directed momentum, use $\sigma_{\rm m}$. Replacing one by the other requires $\langle\cos\theta\rangle$ to be negligible at the energies that matter, and the screened Coulomb model shows that no universal correction factor can stand in for that knowledge.
